**Strain amplification in a suspended germanium bridge**

The program tests $e_n=e_0(L_n+L_w)/(L_n+rL_w)$ and $e_w=re_n$, where $e_0$ is the initial biaxial strain, $e_n$ and $e_w$ are the released axial strains in the narrow and wide sections, $L_n$ and $L_w$ are their total drawn lengths, and $r$ is the narrow-to-wide width ratio. It finds the junction position numerically from unstressed lengths and force balance, and asserts agreement with the formula and with its limits for equal widths, very stiff pads and very long pads. A separate plane-stress finite-element model starts from the biaxial prestress; its extrapolation to zero width is asserted to agree with the formula within 0.2 % for two sets of elastic constants. Further assertions cover the near-halving of the shortfall when the width is halved, the convergence of the mesh, and the opposite effects of the junctions and the sideways hold at the ends. For $e_0=0.2$ %, $L_n=10$ µm, $L_w=90$ µm and $r=0.1$, the output gives an ideal narrow strain of 1.053 %. With a narrow width of 1 µm and abrupt junctions, the finite-element value is 0.960 %. The output also gives estimates for undercut ends, warming by 50 K and a trial elastic softening.

## Program and output

```python
# Result under test: strain amplification in a suspended, prestrained bridge,
#   e_n = e0 (Ln + Lw) / (Ln + r Lw),   e_w = r e_n
# e0: initial equal-biaxial strain; e_n, e_w: axial strains after release in the
# narrow and wide sections; Ln, Lw: drawn narrow length and total wide length;
# r: narrow width / wide width. Lengths in um, stiffness in GPa.
# Independent roads: junction position from natural lengths, and a 2D
# plane-stress finite-element model released from the biaxial prestress.
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

e0, Ln, Lw, r = 0.002, 10.0, 90.0, 0.1
narrow_width = 1.0


def formula(strain, narrow, wide, ratio):
    return strain * (narrow + wide) / (narrow + ratio * wide)


def released_length(strain, narrow, wide, ratio, softening=0.0):
    """Solve for the released narrow length; return it and both strains."""
    natural_n, natural_w = narrow / (1 + strain), wide / (1 + strain)

    def strains(length):
        return (length / natural_n - 1,
                (narrow + wide - length) / natural_w - 1)

    def force_difference(length):
        en, ew = strains(length)
        return ratio * en * (1 - softening * en) - ew * (1 - softening * ew)

    length = brentq(force_difference, natural_n,
                    natural_n + (narrow + wide) - (natural_n + natural_w),
                    xtol=1e-13, rtol=1e-14)
    return (length,) + strains(length)


def plane_stress_stiffness(c11, c12, c44):
    """Cubic film with (001) surface, x and y along cube axes."""
    return np.array([[c11 - c12**2 / c11, c12 - c12**2 / c11, 0],
                     [c12 - c12**2 / c11, c11 - c12**2 / c11, 0],
                     [0, 0, c44]])


def centre_strain(wn, Q, hold_width=True, h=0.02, growth=1.1):
    """Axial strain at the bridge centre from a quarter-bridge FE model."""
    def graded(length):
        n = int(np.ceil(np.log(1 + length * (growth - 1) / (h * wn))
                        / np.log(growth)))
        steps = growth ** np.arange(n)
        return np.concatenate([[0], np.cumsum(steps)]) * length / steps.sum()

    ww = wn / r
    half_pad = graded(Lw / 4)
    x = np.concatenate([Ln / 2 - graded(Ln / 2)[::-1],
                        Ln / 2 + half_pad[1:],
                        Ln / 2 + Lw / 2 - half_pad[::-1][1:]])
    y = np.concatenate([wn / 2 - graded(wn / 2)[::-1],
                        wn / 2 + graded((ww - wn) / 2)[1:]])
    nx, ny = len(x), len(y)
    i, j = np.meshgrid(np.arange(nx - 1), np.arange(ny - 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    inside = ((x[i] + x[i + 1]) / 2 > Ln / 2) | ((y[j] + y[j + 1]) / 2 < wn / 2)
    i, j = i[inside], j[inside]
    hx, hy = x[i + 1] - x[i], y[j + 1] - y[j]
    nodes = np.stack([i * ny + j, (i + 1) * ny + j,
                      (i + 1) * ny + j + 1, i * ny + j + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    sx, sy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    stiff = np.zeros((len(i), 8, 8))
    load = np.zeros((len(i), 8))
    prestress = Q @ np.array([e0, e0, 0])
    for a in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for b in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            dx = sx * (1 + sy * b) / 4 * (2 / hx)[:, None]
            dy = sy * (1 + sx * a) / 4 * (2 / hy)[:, None]
            B = np.zeros((len(i), 3, 8))
            B[:, 0, 0::2] = dx
            B[:, 1, 1::2] = dy
            B[:, 2, 0::2] = dy
            B[:, 2, 1::2] = dx
            area = hx * hy / 4
            BT = B.transpose(0, 2, 1)
            stiff += (BT @ (Q @ B)) * area[:, None, None]
            load -= (BT @ prestress) * area[:, None]
    size = 2 * nx * ny
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    K = coo_matrix((stiff.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    f = np.bincount(dofs.ravel(), weights=load.ravel(), minlength=size)
    free = np.zeros(size, dtype=bool)
    free[dofs.ravel()] = True
    free[2 * np.arange(ny)] = False              # symmetry: no x motion
    free[2 * np.arange(nx) * ny + 1] = False     # symmetry: no y motion
    end = (nx - 1) * ny + np.arange(ny)
    free[2 * end] = False                        # outer end fixed along x
    if hold_width:
        free[2 * end + 1] = False                # outer end also held along y
    keep = np.flatnonzero(free)
    u = np.zeros(size)
    u[keep] = spsolve(K[keep][:, keep].tocsc(), f[keep])
    return e0 + u[2 * ny] / (x[1] - x[0])


# Ideal bridge: natural-length solution against the formula and its limits
en = formula(e0, Ln, Lw, r)
length_n, en_direct, ew_direct = released_length(e0, Ln, Lw, r)
assert abs(en_direct / en - 1) < 1e-9
assert abs(ew_direct / (r * en) - 1) < 1e-9
assert abs(released_length(e0, Ln, Lw, 1.0)[1] / e0 - 1) < 1e-9
ceiling_thin = released_length(e0, Ln, Lw, 1e-6)[1] / e0
ceiling_long = released_length(e0, Ln, 1e7, r)[1] / e0
assert abs(ceiling_thin / ((Ln + Lw) / Ln) - 1) < 1e-4
assert abs(ceiling_long * r - 1) < 1e-4

# Finite-element bridge: the slender limit must return the formula
c11, c12, c44 = 130.0, 50.0, 67.0                # rough germanium values, GPa
Q = plane_stress_stiffness(c11, c12, c44)
widths = [1.0, 0.5, 0.25, 0.125]
fe = [centre_strain(w, Q) for w in widths]
limit = 1 / (2 / fe[3] - 1 / fe[2])
assert abs(limit / en - 1) < 2e-3                # second-order width remainder
assert 1.8 < (en - fe[2]) / (en - fe[3]) < 2.2
Q_other = plane_stress_stiffness(170.0, 60.0, 80.0)
other = [centre_strain(w, Q_other) for w in widths[2:]]
limit_other = 1 / (2 / other[1] - 1 / other[0])
assert abs(limit_other / en - 1) < 2e-3
fine = centre_strain(narrow_width, Q, h=0.01, growth=1.05)
assert abs(fine / fe[0] - 1) < 3e-3              # mesh convergence
sliding = centre_strain(narrow_width, Q, hold_width=False)
assert sliding < fe[0] < en                      # junction lowers, clamp raises

# Stresses and neglected effects
young = 1 / np.linalg.inv(Q)[0, 0]
blanket = (Q @ np.array([e0, e0, 0]))[0]
undercut = 5.0
en_undercut = formula(e0, Ln, Lw + 2 * undercut, r)
alpha_ge, alpha_si, warming = 5.9e-6, 2.6e-6, 50.0   # rough, 1/K and K
en_chip = formula(e0 - (alpha_ge - alpha_si) * warming, Ln, Lw, r)
en_bridge = formula(e0 - alpha_ge * warming, Ln, Lw, r)
softening = 3.0                                  # trial coefficient
en_soft = released_length(e0, Ln, Lw, r, softening)[1]

print(f"initial biaxial strain: {100*e0:.3f} %")
print(f"narrow length: {Ln:.1f} um; total wide length: {Lw:.1f} um")
print(f"narrow width: {narrow_width:.1f} um; wide width: {narrow_width/r:.1f} um")
print(f"width ratio: {r:.2f}")
print(f"effective length Ln + r Lw: {Ln+r*Lw:.2f} um")
print(f"ideal narrow strain, formula: {100*en:.4f} %")
print(f"ideal narrow strain, natural lengths: {100*en_direct:.4f} %")
print(f"ideal wide strain: {100*ew_direct:.4f} %")
print(f"amplification: {en/e0:.3f}")
print(f"amplification ceiling, r to 0: {ceiling_thin:.3f}")
print(f"amplification ceiling, long pads: {ceiling_long:.3f}")
print(f"narrow section lengthens by: {1000*(length_n-Ln):.1f} nm")
print(f"each pad shortens by: {500*(length_n-Ln):.1f} nm")
print(f"rough Ge constants C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Young modulus along cube axis: {young:.1f} GPa")
print(f"blanket biaxial stress before release: {blanket:.3f} GPa")
print(f"ideal narrow stress: {young*en:.3f} GPa")
print(f"ideal wide stress: {young*ew_direct:.3f} GPa")
for w, strain in zip(widths, fe):
    print(f"FE centre strain, narrow width {w:.3f} um: {100*strain:.4f} %")
print(f"FE slender limit: {100*limit:.4f} %")
print(f"FE slender limit, other elastic constants: {100*limit_other:.4f} %")
print(f"FE centre strain, 1 um width, finer mesh: {100*fine:.4f} %")
print(f"FE centre strain, 1 um width, ends free in y: {100*sliding:.4f} %")
print(f"FE shift from ideal, 1 um width: {100*(fine/en-1):.2f} % relative")
print(f"undercut per end: {undercut:.1f} um")
print(f"narrow strain with undercut as extra pad: {100*en_undercut:.4f} %")
print(f"rough expansion, Ge and Si: {alpha_ge:.1e}, {alpha_si:.1e} 1/K")
print(f"narrow strain, whole chip warmer by {warming:.0f} K: {100*en_chip:.4f} %")
print(f"narrow strain, bridge alone warmer by {warming:.0f} K: {100*en_bridge:.4f} %")
print(f"trial softening coefficient: {softening:.1f} (dimensionless)")
print(f"narrow strain with trial softening: {100*en_soft:.4f} %")
print("verified")
```

It prints:

```
initial biaxial strain: 0.200 %
narrow length: 10.0 um; total wide length: 90.0 um
narrow width: 1.0 um; wide width: 10.0 um
width ratio: 0.10
effective length Ln + r Lw: 19.00 um
ideal narrow strain, formula: 1.0526 %
ideal narrow strain, natural lengths: 1.0526 %
ideal wide strain: 0.1053 %
amplification: 5.263
amplification ceiling, r to 0: 10.000
amplification ceiling, long pads: 10.000
narrow section lengthens by: 85.1 nm
each pad shortens by: 42.5 nm
rough Ge constants C11, C12, C44: 130, 50, 67 GPa
Young modulus along cube axis: 102.2 GPa
blanket biaxial stress before release: 0.283 GPa
ideal narrow stress: 1.076 GPa
ideal wide stress: 0.108 GPa
FE centre strain, narrow width 1.000 um: 0.9606 %
FE centre strain, narrow width 0.500 um: 1.0043 %
FE centre strain, narrow width 0.250 um: 1.0278 %
FE centre strain, narrow width 0.125 um: 1.0401 %
FE slender limit: 1.0526 %
FE slender limit, other elastic constants: 1.0526 %
FE centre strain, 1 um width, finer mesh: 0.9603 %
FE centre strain, 1 um width, ends free in y: 0.9509 %
FE shift from ideal, 1 um width: -8.78 % relative
undercut per end: 5.0 um
narrow strain with undercut as extra pad: 1.1000 %
rough expansion, Ge and Si: 5.9e-06, 2.6e-06 1/K
narrow strain, whole chip warmer by 50 K: 0.9658 %
narrow strain, bridge alone warmer by 50 K: 0.8974 %
trial softening coefficient: 3.0 (dimensionless)
narrow strain with trial softening: 1.0673 %
verified
```
